Leading Makov–Payne correction for a charged defect in a cubic supercell

**The setting**

A defect formed during silicon epitaxy can be modelled in a periodically repeated supercell. If the defect carries a net charge, a uniform background of opposite charge is added to keep the cell neutral. The computed energy then contains the interaction of the defect with its periodic images and with the background, neither of which exists for a single defect in a large crystal.

Model the defect as a point charge qe in each cubic cell of side L, inside a homogeneous, isotropic, linear dielectric of constant ε. Set the cell average of the electrostatic potential to zero. Use Gaussian electrostatics with q in units of e; an energy written as charge²/length is multiplied by k_e = e²/(4πε₀) = 14.3996 eV Å. Let E_per be the electrostatic energy per cell and E_iso that of the same charge alone in the same infinite dielectric. The correction to be added to the supercell energy is ΔE = E_iso − E_per.

**Part (a)**

*Let φ be the potential of the periodic array in vacuum. Define a pure number α by*

lim(r→0) [φ(r) − q/r] = −αq/L.

*Show that ΔE = αk_e q²/(2εL).*

**Answer.** First consider the dielectric. Take one Fourier component of the external charge, with amplitude ρ and wavevector G. A longitudinal polarisation of amplitude p, with suitable phase, produces bound charge −Gp. The field energy plus the elastic cost of polarising the medium is, per unit volume,

u(p) = 2π(ρ − Gp)²/G² + p²/(2χ), ε = 1 + 4πχ.

Setting du/dp = 0 gives

p/χ = 4π(ρ − Gp)/G,
Gp(1 + 4πχ) = 4πχρ,
ρ − Gp = ρ/ε.

Substituting back,

u_min = 2πρ²/(ε²G²) + 8π²χρ²/(ε²G²)
= 2πρ²(1 + 4πχ)/(ε²G²)
= 2πρ²/(εG²).

Every component of the energy is thus divided by ε once. This holds for both the periodic and the isolated charge, so the difference can be found in vacuum and then divided by ε.

In vacuum the cell contains the point charge q and the background density −q/L³. Hence

E_per = ½∫ρφ d³r = ½qφ(0) − (q/2L³)∫φ d³r = ½qφ(0),

because φ averages to zero. The factor ½ counts each pair interaction once. Both φ(0) and the potential q/r of the isolated charge diverge at the charge, but the divergences are identical and cancel:

E_per − E_iso = ½q lim(r→0)[φ(r) − q/r] = −αq²/(2L).

Reversing the sign, dividing by ε and restoring k_e gives

ΔE = αk_e q²/(2εL).

**Part (b)**

*Derive a rapidly convergent expression for α, and evaluate it to four decimals by hand.*

**Answer.** Take q = 1. Around each lattice point R, subtract and add a Gaussian cloud of unit charge with density (η³/π^{3/2})exp(−η²r²). Its potential is erf(ηr)/r. The point charge minus its cloud has the short-range potential erfc(ηr)/r, while the clouds themselves are summed in Fourier space:

φ(r) = Σ_R erfc(η|r−R|)/|r−R| + (4π/L³)Σ_{G≠0} exp(−G²/4η²) exp(iG·r)/G² + C.

The Fourier sum has zero average. The first sum has average

(1/L³)∫₀^∞ 4πr² [erfc(ηr)/r] dr = (4π/L³)·1/(4η²) = π/(η²L³),

where ∫₀^∞ x erfc(x) dx = 1/4 was used. Zero total average therefore requires C = −π/(η²L³). At the origin, the R = 0 term less 1/r equals −erf(ηr)/r, which tends to −2η/√π. Collecting terms and changing sign,

α/L = 2η/√π + π/(η²L³) − Σ_{R≠0} erfc(ηR)/R − (4π/L³)Σ_{G≠0} exp(−G²/4η²)/G².

The result cannot depend on η, since the clouds were both added and subtracted. Choose η = √π/L. The first two terms become 2/L and 1/L. With R = nL and G = 2πn/L, where n is the length of an integer vector, G²/4η² = πn² and 4π/(L³G²) = 1/(πn²L). Thus

α = 3 − Σ_{n≠0} [erfc(√π n)/n + exp(−πn²)/(πn²)].

The two sums contribute, shell by shell:

n² = 1, 6 vectors: 0.073133 + 0.082533 = 0.155666
n² = 2, 12 vectors: 0.003333 + 0.003567 = 0.006900
n² = 3, 8 vectors: 0.000065 + 0.000068 = 0.000133

Therefore α = 3 − 0.162699 = 2.8373. The converged sums give 2.837297.

**Part (c)**

*Confirm α by summing neutral cubes in real space, without Gaussian clouds.*

**Answer.** Let each cube contain a unit point charge at its centre and its own share of background. Inversion symmetry removes the dipole and octupole, and cubic symmetry removes the traceless quadrupole. The potential of a distant cube therefore falls at least as fast as 1/r⁵, and the sum over cubes converges absolutely.

This sum does not have zero average. For small k the transform of one cube's charge is −(k²/6)∫ρr² d³r. Multiplying by 4π/k² gives the integral of its potential over all space, −(2π/3)∫ρr² d³r. The point charge contributes nothing to the second moment, and the background gives −3(L²/12) = −L²/4. The average potential of the array is therefore

(1/L³)(2π/3)(L²/4) = π/(6L) = 0.523599/L.

The background of the central cube contributes −(1/L³)∫d³r/r at the charge. Divide the cube into six pyramids with apex at the centre. With L = 1, x = zu and y = zv, the integral is

6 ∫₀^{1/2} z dz ∫∫ du dv/√(1+u²+v²) = ¾ ∫∫ du dv/√(1+u²+v²) = 2.380077,

with u and v running from −1 to 1. Numerical summation over the other cubes, extrapolated to infinite distance, gives +0.066379/L. After the average is subtracted, the potential at the charge, without its own 1/r, is

(−2.380077 + 0.066379 − 0.523599)/L = −2.837297/L,

in agreement with part (b). The largest part is the attraction between the charge and the background in its own cell. This explains the sign: the supercell energy is too low, and ΔE is positive for either sign of q in this cubic cell.

**Part (d)**

*Show that ΔE is about 0.11 eV for a singly charged defect with L = 16 Å and ε = 12. What does this do to a defect level, and how large a cell would reduce the uncorrected error to 0.05 eV?*

**Answer.** Inserting the numbers,

ΔE = 2.8373 × 14.3996 eV Å / (2 × 12 × 16 Å) = 0.1064 eV ≈ 0.11 eV,

or 106 meV. Without dielectric screening it would be 1.28 eV. At fixed L and ε a doubly charged defect needs four times as much, 0.43 eV.

A neutral defect has no such term. The level (+/0) is the Fermi energy at which the positive and neutral states have equal formation energies. Since the positive state's formation energy contains +E_F, raising its energy by ΔE lowers this level by 0.11 eV. The negative state contains −E_F, so the level (0/−) rises by 0.11 eV.

The correction falls only as 1/L. Solving αk_e/(2εL) = 0.05 eV gives L = 34.0 Å. At fixed atomic density, a 216-atom cell would have to grow to roughly 2000 atoms.

**Part (e)**

*Estimate the next terms if the charge is a Gaussian of width σ = 2 Å per axis, and if screening is incomplete at short distance. How are these terms related to a potential-alignment correction?*

**Answer.** Begin with constant ε. Away from the lattice points, the vacuum potential of a unit charge array obeys ∇²φ = 4π/L³, because only the background is present. Its spherical part near a charge is therefore

1/r − α/L + 2πr²/(3L³),

since ∇²r² = 6. The remaining angular terms average to zero for a spherical charge. The separation of two points drawn from the Gaussian has mean square 6σ². Neglecting overlap with the images, the r² term raises E_per by (k_e/2ε)(2π/3L³)(6σ²), so ΔE changes by

−2πk_eσ²/(εL³) = −0.0074 eV.

For short-range screening, use the model

ε(k) = 1 + 1/[1/(ε−1) + k²/k_TF²].

Put b = 1 − 1/ε and κ² = k_TF²/b. Inverting ε(k) gives

1/ε(k) = 1/ε + b k²/(k² + κ²).

Multiplication by 4π/k² shows that the second term adds the interaction b exp(−κr)/r. Its images are negligible here, but the zero-average convention removes its mean, 4πb/(κ²L³), from the periodic potential. Half of this is missing from E_per, so ΔE gains

2πk_e b/(κ²L³) = 2πk_e(1 − 1/ε)²/(k_TF²L³).

Four valence electrons per atom and 216 atoms in the cell give a density of 0.211 Å⁻³. The Thomas–Fermi formula for a uniform electron gas of that density gives 1/k_TF = 0.475 Å, and the term is +0.0042 eV. This value depends on the model: other common model dielectric functions, with the same ε and electron density, give values from about 0.002 to 0.008 eV. With the model above, altogether,

ΔE = 0.1064 − 0.0074 + 0.0042 = 0.1032 eV.

Direct evaluation of the Fourier sum for E_per and the integral for E_iso also gives 0.1032 eV. Both additions fall as 1/L³.

Both are also tied to uniform offsets of the potential far from the defect. For screening, the offset is the removed mean found above. For the spread charge, set η² = 1/(2σ²) in part (b): replacing the point by the Gaussian removes a short-range potential of average 2πσ²/(εL³), and restoring zero average shifts the potential everywhere by that amount. The two offsets differ in sign and in weight. For a unit positive charge the spread raises the far potential by 0.0074 V and ΔE changes by minus the whole of it, while short-range screening lowers it by 0.0084 V and ΔE changes by minus half of it. A potential-alignment correction is built from such offsets. If one is applied as well, its overlap with these two terms must be removed, or the same effect is counted twice.

**Part (f)**

*How well does the model represent silicon at growth temperature, and when does it fail?*

**Answer.** A 216-atom silicon cell has a side of roughly 16 Å, and silicon has ε of roughly 12, so the parameters are typical. Cubic symmetry makes ε isotropic. The ε to use is that of the computed supercell itself, since ΔE removes an artefact of the calculation; for a static lattice it does not change with growth temperature. If the supercell is itself hot, as in molecular dynamics, and ε rises to roughly 13, ΔE at fixed L becomes 0.098 eV, a decrease of 0.008 eV.

Near 1000 K there are also roughly 10¹⁸ cm⁻³ each of electrons and holes. In linear Debye theory they change the potential of an isolated charge from q/(εr) to q exp(−r/λ_D)/(εr). The difference at the charge is −q/(ελ_D). Building up the charge reversibly at fixed temperature, with a response proportional to the charge, takes half the final charge times this potential:

ΔF = −k_e q²/(2ελ_D) = −14.3996 eV Å/(2 × 12 × 53.5 Å) = −0.011 eV.

This work is a change of free energy, not of energy, because the carrier cloud depends on temperature and carries entropy. It is a physical lowering of the defect's free energy, not a supercell error. It is an order of magnitude only, because the mean carrier spacing, about 79 Å, exceeds λ_D.

The four effects estimated here (charge spread, short-range screening, a hotter dielectric and free carriers) range from about 4% to 11% of the leading term, for undoped silicon at 1000 K, the rough parameters and the screening model assumed. The carrier term grows quickly with temperature: near 1350 K, within the range of vapour-phase epitaxy, the intrinsic density is roughly 10¹⁹ cm⁻³ and the same formula gives about −0.03 eV, some 30% of the leading term. They do not bound the error of a defect calculation. Atomic relaxation, band-gap errors and the remaining potential alignment have not been estimated and require the actual defect.

The formula fails if the defect charge spreads over a large part of the cell. Nor does it apply to a charged defect on a growth surface modelled by a slab and vacuum, where the dielectric is not homogeneous. Any cell that is not a simple cube, including the primitive fcc and bcc cells, needs its own α, which can even be negative if the cell is strongly elongated. The numerical output gives the main values used here.

Table of computed values

```
k_e = e^2/(4 pi eps0): 14.3996 eV angstrom
cell side L: 16.0 angstrom = 1.60 nm
dielectric constant: 12.0
Ewald evaluation with eta = sqrt(pi)/L, starting from 3:
  shell n^2=1, 6 vectors: real 0.073133, recip 0.082533
  shell n^2=2, 12 vectors: real 0.003333, recip 0.003567
  shell n^2=3, 8 vectors: real 0.000065, recip 0.000068
alpha from three shells: 2.837301
alpha from converged Ewald sums: 2.837297
Direct sum over neutral cubes (units of q/L):
  central cube background: 2.380077
  mean potential pi/6: 0.523599
  outer cells, extrapolated: 0.066379
alpha from direct sum: 2.837297
leading correction, q=1: 0.1064 eV = 106.4 meV
same without dielectric (eps=1): 1.2768 eV
leading correction, q=2: 0.4256 eV
target for uncorrected error: 0.05 eV
cell side for that target: 34.0 angstrom
atoms in 16 angstrom cell: 216
atoms for that target: 2081
assumed charge width sigma: 2.0 angstrom
charge-spread term: -0.0074 eV
full correction, Gaussian, constant eps: 0.0990 eV
valence density: 0.2109 per cubic angstrom
Fermi wavevector: 1.842 per angstrom
Thomas-Fermi length 1/k_tf: 0.475 angstrom
short-range screening term: 0.0042 eV
full correction, Gaussian, eps(k): 0.1032 eV
rough hot dielectric constant: 13.0
leading correction with it: 0.0982 eV
change from hot dielectric constant: -0.0082 eV
growth temperature: 1000 K
electrons, and equally holes: 1.0e+18 per cm3
Debye length: 5.35 nm
mean carrier spacing: 7.94 nm
free-carrier shift of isolated charge: -0.0112 eV
```
